Pair generation by a two-step midgap centre in depleted silicon

**Question**

I am stuck on an exercise about dark current in a silicon waveguide photodetector. The waveguide is depleted and contains midgap centres. Each centre emits electrons at 200 per second when filled and holes at 50 per second when empty. I am asked to show that each centre supplies 40 electron-hole pairs per second.

Adding the rates gives 250 and averaging them gives 125. If the slower process sets the pace, I would expect 50. Where does 40 come from? And does "depleted" matter, or is it just a description of the device?

**Answer**

The two rates are conditional. A filled centre can emit an electron to the conduction band, but it cannot emit a hole until it is empty. Hole emission means that the empty centre takes an electron from the valence band, which leaves a hole there and fills the centre again. The two events must therefore alternate, and one of each makes a pair.

I assume that each centre holds either zero or one electron in its level, that the emission rates are constant, and that the field removes emitted carriers before any centre recaptures them. This last assumption is what "depleted" supplies. Write e_n for the electron emission rate when filled and e_p for the hole emission rate when empty.

**The time for one pair**

A constant emission rate e means that the chance of still waiting after a time t is exp(−et). The mean wait is the integral of this chance over all t:

mean wait = ∫₀^∞ exp(−et) dt = 1/e.

A cycle contains one wait of each kind, so its mean duration is

1/e_n + 1/e_p = 1/200 s + 1/50 s = 5 ms + 20 ms = 25 ms.

Over many cycles, the elapsed time divided by the number of cycles approaches this mean. The long-time pair rate G is its reciprocal:

G = 1/(1/e_n + 1/e_p) = e_n e_p/(e_n + e_p)
= 200 × 50/250 per second = 40 per second.

This also shows what is wrong with 50. Hole emission would occur 50 times per second if the centre were always empty, but it spends 5 ms of every 25 ms filled. It is empty for 80% of the time, and 0.8 × 50 = 40. If e_n were made very large at fixed e_p, the filled interval would vanish and G would approach 50 per second. If the two rates were equal, G would be half of either one.

**The same result from the occupancy**

Let f be the probability that the centre is filled. Electron emission lowers f and hole emission raises it:

df/dt = −e_n f + e_p(1 − f) = e_p − (e_n + e_p)f.

Setting the derivative to zero gives the steady occupancy

f_s = e_p/(e_n + e_p) = 50/250 = 0.2.

The electron rate is then e_n f_s = 200 × 0.2 = 40 per second, and the hole rate is e_p(1 − f_s) = 50 × 0.8 = 40 per second. They agree because a steady occupancy requires one refill for every emptying.

What if the centre has just been filled? Define λ = e_n + e_p and let f_0 be the initial occupancy. Since e_p = λf_s, the rate equation becomes

df/dt = −λ(f − f_s),

f(t) = f_s + (f_0 − f_s)exp(−λt).

The relaxation time is 1/λ = 1/250 s = 4 ms. The mean number of electrons emitted by time t is the integral of e_n f, and the mean number of holes is the integral of e_p(1 − f). Using ∫₀ᵗ exp(−λs) ds = [1 − exp(−λt)]/λ, we get

N_n = Gt + e_n(f_0 − f_s)[1 − exp(−λt)]/λ,

N_p = Gt − e_p(f_0 − f_s)[1 − exp(−λt)]/λ.

For a centre that starts filled, f_0 − f_s = 0.8. After 1 s the exponential is negligible, so

N_n = 40 + 200 × 0.8/250 = 40.64,

N_p = 40 − 50 × 0.8/250 = 39.84.

The difference is 0.8, the mean loss of electrons from the centre itself. It does not grow further, so both long-time rates are 40 per second. That number is a mean: an individual centre emits at random times.

**What depletion does**

Suppose now that free electrons of density n and free holes of density p are present. Let c_n and c_p be the capture coefficients. An empty centre captures electrons at rate a = c_n n, and a filled centre captures holes at rate b = c_p p. Filling now occurs at e_p + a and emptying at e_n + b, so

df/dt = (e_p + a)(1 − f) − (e_n + b)f.

In the steady state, with S = e_n + e_p + a + b,

f = (e_p + a)/S and 1 − f = (e_n + b)/S.

The net pair rate U is electron emission minus electron capture:

U = e_n f − a(1 − f)
= [e_n(e_p + a) − a(e_n + b)]/S
= (e_n e_p − ab)/(e_n + e_p + a + b).

The two terms e_n a cancel in the last step. When a and b are both small compared with the emission rates, U returns to G. In thermal equilibrium, emission and capture balance separately, so e_n f = a(1 − f) and e_p(1 − f) = bf. Multiplying these equations gives e_n e_p = ab, and U vanishes. The centres still emit, but they supply no net pairs.

The word "midgap" enters when we estimate the capture coefficients. Take the level to be half filled when the silicon is intrinsic and in equilibrium, with n = p = n_i. The two balances then give

c_n = e_n/n_i and c_p = e_p/n_i.

The formula for G itself does not need the level to be at midgap.

**From one centre to a dark current**

Take a p-i-n waveguide at 300 K. Its core is 500 nm wide, 220 nm high and 1.0 mm long, and contains N_t = 10¹⁵ centres per cm³. The core lies in the middle of an intrinsic region 2500 nm wide. A total potential drop of 5.0 V, including the built-in part, gives a mean field F = 0.020 MV/cm. These are round model parameters.

The core volume is 1.10 × 10⁻¹⁰ cm³, so there are 1.10 × 10⁵ centres. They supply

1.10 × 10⁵ × 40 per second = 4.4 × 10⁶ pairs per second.

Each pair contributes one elementary charge q to the external circuit, not two. Between parallel contacts separated by W, a carrier that moves a distance x induces a charge qx/W. The electron and hole move in opposite directions from the centre, and their two distances add up to W. The dark current from the centres is therefore q × 4.4 × 10⁶ per second, or 0.70 pA.

Is this core really depleted? Carriers generated in it leave with a flux of at most N_t G times the core width. Dividing by a rough drift speed of 5 × 10⁶ cm/s gives a residual density of about 4 × 10⁵ per cm³. With a rough n_i = 10¹⁰ per cm³, the capture rates are

a = 200 × (4 × 10⁵/10¹⁰) = 0.008 per second,

b = 50 × (4 × 10⁵/10¹⁰) = 0.002 per second.

Putting these into U lowers the pair rate by only 0.0016 per second.

Carriers also spill in from the doped contacts. In a uniform field their density falls roughly as exp(−qFx/kT), where k is Boltzmann's constant and T the temperature. From 10¹⁸ per cm³ it reaches n_i after

x = (kT/qF) ln(10¹⁸/10¹⁰) ≈ 240 nm.

The spilled carriers themselves raise the field next to the contact, which shortens this distance to about 210 nm. The core begins 1000 nm from either contact, so its centres are well outside this layer. Centres placed next to the contacts would not all supply 40 pairs per second.

**Light changes the rates before they are combined**

Light at 1550 nm has a photon energy of about 0.8 eV, enough to drive either step at a midgap level. If it adds g_n to electron emission and g_p to hole emission, the pair rate becomes

G = (e_n + g_n)(e_p + g_p)/(e_n + e_p + g_n + g_p).

For an illustration, let both optical cross sections be σ = 10⁻¹⁷ cm², a rough value, and spread the light evenly over the core area A. A power P then adds σP/(hνA) to each rate, where hν is the photon energy. An addition of 50 per second requires P = 0.70 nW. The new pair rate is

250 × 100/350 = 71.4 per second.

The increase is 31.4 per second, although each conditional rate rose by 50. The value of 40 therefore describes darkness only if the quoted rates are dark rates.

**How far a real device can move the number**

Temperature matters a great deal. For a fixed capture cross section, thermal emission varies as T² exp(−E_a/kT): the carrier speed supplies T^(1/2), the density of band states supplies T^(3/2), and E_a is the activation energy. With E_a = 0.56 eV, roughly half the gap, a rise from 300 K to 310 K multiplies both rates by 2.15. Since G scales with a common factor, it rises to about 86 per second. This is slightly low for a level that stays at midgap: the gap shrinks as silicon warms, which makes the effective activation energy nearer 0.60 eV and the new pair rate about 90 per second.

The field can matter too. If the rates of 200 and 50 were measured at the operating field, its effect is already in them. If they were measured at low field, a correction is needed. Suppose that the emitted carrier leaves an opposite charge behind. In silicon of permittivity ε, its potential energy along the easiest direction, divided by q, is

−q/(4πεr) − Fr.

Setting the derivative to zero gives r² = q/(4πεF). At this distance the two terms are equal, so the barrier is lowered by

2√[qF/(4πε)] = √[qF/(πε)] = 0.031 V,

or 0.031 eV for one carrier. At the mean field, the emission rate over the barrier rises by at most exp(0.031 eV/kT) ≈ 3.4 in this estimate, because other directions have a smaller lowering.

Which rate rises depends on the centre. A donor-like centre is positive when empty, so electron emission is helped; changing e_n alone raises G to at most about 47 per second. An acceptor-like centre is negative when filled, so hole emission is helped; changing e_p alone raises G to at most about 91 per second. The second limit is larger because it speeds up the slower step.

A carrier can also be thermally excited part of the way and tunnel through the rest of the barrier. For a triangular barrier and a carrier at energy ukT below the band edge, the tunnelling exponent is Ku^(3/2), with

K = 4√(2m) (kT)^(3/2)/(3ħqF).

Here m is the tunnelling mass. Starting below the edge gains a thermal factor exp(u), so a standard estimate multiplies emission by

1 + ∫ exp(u − Ku^(3/2)) du,

with u running from 0 to E_a/kT. For a rough mass of 0.25 electron masses, numerical integration gives a factor of 1.30. That number should not be used to correct G here. Most of the integral comes from energies so close to the band edge that the tunnelling exponent is below one, where this semiclassical formula is unreliable. It also ignores how the field changes the states above the edge. For a simple parabolic band, weighting the exact density of states at the centre by the thermal factor gives

exp[(ħqF)²/(24m(kT)³)] = 1.003.

In this simple model, tunnelling therefore leaves G close to 40 per second. The estimate leaves out the Coulomb attraction and the centre's coupling to lattice vibrations.

The assumed uniform field is also approximate. Even with no charge in the core, field lines between lateral contacts spread into the cladding. For a 220 nm silicon slab buried in oxide, with contacts of the same height, the field in the core is only about 0.016 MV/cm, and it rises to about 0.03 MV/cm at 50 nm from a contact. At 0.016 MV/cm the barrier-lowering factor is about 3.0 instead of 3.4, so the limits above remain upper limits. Charged centres add a further change. If a fraction s of the centres is charged, Gauss's law gives a field change of at most qN_t s/ε times the core width. This limit applies when no field leaves through the top and bottom of the core; leakage into the cladding makes the change smaller, by about half for the oxide-clad slab just described. Take 200 and 50 per second as the rates at the operating field. For acceptor-like centres s = 0.2, and the limit is then 0.0015 MV/cm. For donor-like centres s = 0.8, and it is 0.0062 MV/cm, about 31% of the mean field. If these are low-field rates and the field raises one of them as estimated above, s can reach about 0.46 or 0.93, and the limits become about 0.0035 and 0.0072 MV/cm.

Set beside a working detector, this core is lightly loaded. With the rough cross section above, N_tσ is 0.01 per cm, so the centres absorb only about 0.1% of the light in 1 mm. A detector that relies on them for strong absorption needs many more centres or a longer path. At ten times the density, the donor-like field change could exceed the present mean field, and the uniform-field picture would then fail. Implantation can also create several kinds of centre. If each kind has only two charge states and the kinds act independently, each needs its own G, and the contributions are added. A centre with more charge states, such as the silicon divacancy, needs a balance that includes all of them.

The measured dark current need not come from these centres alone. Consider surface states with equal electron and hole emission rates e. Each supplies e/2 pairs per second, by the formula for G. With e = cn_i for a capture coefficient c, and N_s states per unit area, the surface supplies (N_s c)n_i/2 pairs per unit area and time. For a rough surface speed N_s c = 10 cm/s, the top and bottom of the intrinsic region add at most 0.40 pA to the 0.70 pA from the core. Carriers that spill in from the contacts suppress generation near both ends, which lowers the addition to about 0.33 pA. The surface current leaves the rate per midgap centre almost unchanged, but dividing the whole dark current by the number of centres would overstate it.

Numbers in the example were calculated in double precision.
